# Peierls Phases and the Lowest Magnetic Subband of a Square Lattice

An electron of charge $-e$ moves on a square lattice of spacing $a$ in the $xy$ plane. Each site has one orbital, and hops between nearest neighbours have amplitude $-t$ with $t>0$. Without a field the band is

$$E(\mathbf k)=-2t(\cos k_xa+\cos k_ya),$$

with its bottom at $-4t$. A uniform field $B$ along $z$ puts one-fiftieth of a flux quantum $h/e$ through each cell. Spin, disorder and interactions are left out until part (f).

## (a) Peierls phases

**Question.** Find the hopping phases in the gauge $\mathbf A=(0,Bx,0)$. Show that they encode the flux, and that a change of gauge leaves the energies unchanged.

**Answer.** The Peierls substitution multiplies the amplitude for a hop $\mathbf r\to\mathbf r'$ by $e^{i\theta}$, where

$$\theta(\mathbf r\to\mathbf r')=-\frac e\hbar\int_{\mathbf r}^{\mathbf r'}\mathbf A\cdot d\mathbf l .$$

Label the sites $(x,y)=(ma,na)$. Hops along $x$ have no phase, because $A_x=0$. An upward hop in column $m$ has

$$\theta=-\frac e\hbar B(ma)a=-bm,\qquad b=\frac{eBa^2}{\hbar}=2\pi\frac{Ba^2}{h/e}=\frac{2\pi}{50}=0.12566,$$

and a downward hop has $+bm$. Anticlockwise around a cell, the electron goes up column $m+1$ and down column $m$. The total phase is $-b(m+1)+bm=-b$, which is $-2\pi$ times the flux in units of $h/e$.

A gauge change $\mathbf A\to\mathbf A+\nabla\chi$ adds $-(e/\hbar)[\chi(\mathbf r')-\chi(\mathbf r)]$ to $\theta$. If the amplitudes are also changed to $e^{-ie\chi(\mathbf r)/\hbar}\psi(\mathbf r)$, every term arriving at $\mathbf r'$ acquires the same factor $e^{-ie\chi(\mathbf r')/\hbar}$. This factor cancels from the eigenvalue equation, so the energies are unchanged.

## (b) Reduction to one dimension

**Question.** Derive the equation for one column index, and count the subbands.

**Answer.** The phases do not depend on $n$, so put $\psi(m,n)=e^{i\kappa n}\psi_m$ with $\kappa=k_ya$. The amplitude reaching $(m,n)$ from below carries $e^{-ibm}e^{-i\kappa}$, and that from above carries $e^{ibm}e^{i\kappa}$. Their sum is $2\cos(bm+\kappa)$, which gives Harper's equation:

$$-t(\psi_{m+1}+\psi_{m-1})-2t\cos(bm+\kappa)\,\psi_m=E\psi_m .$$

Since $50b=2\pi$, the coefficients repeat after 50 columns. Bloch's condition $\psi_{m+50}=e^{50ik_xa}\psi_m$ leaves a $50\times50$ Hermitian matrix, and hence 50 subbands, of which the two central ones touch at $E=0$. Each subband holds $1/50$ of the states, or $1/(50a^2)=eB/h$ per unit area, which is the density of a Landau level.

## (c) Continuum estimate

**Question.** Estimate the lowest energy above the band bottom from the effective mass.

**Answer.** For small $ka$, $\cos ka\approx1-k^2a^2/2$, so

$$E\approx-4t+ta^2(k_x^2+k_y^2),\qquad \frac{\hbar^2}{2m^*}=ta^2 .$$

In the field, $\hbar\mathbf k$ is replaced by $\mathbf p+e\mathbf A$. With $p_y=\hbar k_y$ the Hamiltonian above the band bottom becomes

$$\frac{p_x^2}{2m^*}+\frac{(\hbar k_y+eBx)^2}{2m^*}
=\frac{p_x^2}{2m^*}+\frac{m^*\omega_c^2}{2}\left(x+\frac{\hbar k_y}{eB}\right)^2,\qquad \omega_c=\frac{eB}{m^*}.$$

This is a shifted oscillator. Its zero-point energy is

$$\frac{\hbar\omega_c}{2}=\frac{\hbar eB}{2m^*}=\frac{\hbar eB}{2}\,\frac{2ta^2}{\hbar^2}=bt=0.1257\,t .$$

The magnetic length $\sqrt{\hbar/eB}=a/\sqrt b=2.82a$ exceeds the spacing, though not by a large factor. A visible lattice correction is therefore to be expected.

## (d) Lattice correction

**Question.** Find the correction through order $b^3$ for the lowest level, and compare it with the Harper energy.

**Answer.** Treat $m$ as a continuous variable. A shift by one connects only points an integer apart, and each such set of points is Harper's equation for one value of $\kappa$. The continuous problem therefore collects all values of $\kappa$. Define

$$X=-i\frac{d}{dm},\qquad Y=bm+\kappa,\qquad [Y,X]=ib .$$

Since $\psi_{m\pm1}=e^{\pm iX}\psi_m$, Harper's equation has the Hamiltonian

$$\frac Ht=-2\cos X-2\cos Y=-4+(X^2+Y^2)-\frac{X^4+Y^4}{12}+\frac{X^6+Y^6}{360}-\dots$$

Let $c=(Y+iX)/\sqrt{2b}$. Then

$$[c,c^\dagger]=\frac{-i[Y,X]+i[X,Y]}{2b}=\frac{b+b}{2b}=1,$$

$$Y=\sqrt{\tfrac b2}\,(c+c^\dagger),\qquad X=\sqrt{\tfrac b2}\,(-ic+ic^\dagger),\qquad X^2+Y^2=b(2c^\dagger c+1).$$

The quadratic part thus reproduces the Landau ladder $(2n+1)bt$.

*Quartic term, first order.* Acting on an oscillator state,

$$Y^2|n\rangle=\frac b2\left[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\right].$$

The squared norm of this vector is

$$\langle Y^4\rangle=\frac{b^2}{4}\left[n^2-n+(2n+1)^2+n^2+3n+2\right]=\frac{3b^2}{4}(2n^2+2n+1).$$

$X$ differs from $Y$ only by phases on $c$ and $c^\dagger$, so $\langle X^4\rangle$ is the same. Adding the two and multiplying by $-1/12$ gives the shift $-(2n^2+2n+1)b^2t/8$.

*Order $b^3$, for $n=0$.* The ground state is a Gaussian with $\langle X^2\rangle=\langle Y^2\rangle=b/2$, so $\langle X^6\rangle=\langle Y^6\rangle=15(b/2)^3$. The sextic term contributes

$$\frac{2}{360}\,\frac{15b^3}{8}=\frac{b^3}{96}.$$

The quartic term acts again in second order. Its matrix elements from $|0\rangle$ to $|2\rangle$ cancel, because the phases in $X^4$ give $i^2=-1$ relative to $Y^4$. Those to $|4\rangle$ add, because $i^4=1$:

$$\langle4|X^4+Y^4|0\rangle=2\left(\frac b2\right)^2\sqrt{4!}=\frac{b^2}{2}\sqrt{24}.$$

State $|4\rangle$ lies $8b$ higher in units of $t$, so the second-order shift is

$$-\frac{1}{8b}\left(\frac{b^2\sqrt{24}}{24}\right)^2=-\frac{1}{8b}\,\frac{b^4}{24}=-\frac{b^3}{192}.$$

Adding the two cubic contributions,

$$\frac{E_0+4t}{t}=b-\frac{b^2}{8}+\frac{b^3}{192}+O(b^4).$$

At one-fiftieth flux this is

$$0.1256637-0.0019739+0.0000103=0.1237001 .$$

Diagonalizing the Harper matrix gives $0.123700$, and the series differs from it by $3\times10^{-7}$. An open $37\times37$ lattice in the symmetric gauge also gives $0.123700$.

The continuum estimate is therefore too high by $0.00196t$, or 1.59 percent of the lattice value. The cause is the negative quartic term: the cosine band rises more slowly than its parabola. The fractional error is $b/8$ to leading order and vanishes with the flux.

The first level spacing is more sensitive. The quartic shifts for $n=1$ and $n=0$ are $-5b^2/8$ and $-b^2/8$, so the spacing is $2b-b^2/2$ to this order. Diagonalization gives $0.2435t$ against the continuum $0.2513t$, a deficit of 3.1 percent of the continuum value. The expansion about the minimum loses accuracy for higher levels and is poor near $E=0$, where the band has saddle points.

## (e) Width of the subband

**Question.** Perturbation theory gave a sharp level. How wide is the subband?

**Answer.** Write $\varepsilon=E/t$ and $q=50$. Harper's equation is a recursion,

$$\begin{pmatrix}\psi_{m+1}\\ \psi_m\end{pmatrix}=\begin{pmatrix}-\varepsilon-2\cos(bm+\kappa)&-1\\1&0\end{pmatrix}\begin{pmatrix}\psi_m\\ \psi_{m-1}\end{pmatrix}.$$

Each matrix has determinant 1. By Bloch's condition the product over $q$ columns has eigenvalues $e^{\pm iqk_xa}$, so its trace is $2\cos(qk_xa)$.

Replacing $\kappa$ by $\kappa+b$ permutes the factors cyclically and leaves the trace unchanged. The trace therefore has period $2\pi/q$ in $\kappa$. It contains at most $q$ factors of $e^{\pm i\kappa}$, so only a constant and the harmonics $e^{\pm iq\kappa}$ survive. The coefficient of $e^{iq\kappa}$ is

$$(-1)^q\prod_{m=0}^{q-1}e^{ibm}=(-1)^qe^{i\pi(q-1)}=-1,$$

and that of $e^{-iq\kappa}$ is the same. Hence the trace is $f(\varepsilon)-2\cos q\kappa$, and

$$f(\varepsilon)=2\cos(qk_xa)+2\cos(qk_ya).$$

The right side runs between $-4$ and $4$. For each value in this range the $q$ roots are eigenvalues of a Hermitian matrix and hence real. The degree-$q$ polynomial $f$ then cannot turn round strictly inside the range, since it would lose real roots there. As $f\to+\infty$ for $\varepsilon\to-\infty$, the lowest subband starts at $f=4$ and ends at $f=-4$. Solving for these two roots in high-precision arithmetic gives a width of $4.2\times10^{-25}t$.

The smallness comes from tunnelling. The function $-2\cos X-2\cos Y$ has equivalent minima $2\pi$ apart. On the path between two of them at energy $-4$, $\cos X=2-\cos Y\ge1$, so $X=ip$ with $\cosh p=2-\cos Y$. Because $X=-ib\,d/dY$, the wave function decays as $\exp(-\int p\,dY/b)$. The coupling between minima, and with it the width, has the leading factor

$$e^{-S/b},\qquad S=\int_0^{2\pi}\operatorname{arccosh}(2-\cos Y)\,dY=7.328 .$$

Here $S/b=58.3$. The prefactor is not derived, so the exponent alone does not fix the width. If the prefactor varies only slowly with $q$, however, the logarithm of the width should fall by about $S/2\pi=1.166$ per unit of $q$. The computed widths at $q=50$ and $q=60$ give 1.175. At the much larger flux $1/7$ the width is $5.7\times10^{-3}t$, and a single sharp level is a poorer description.

## (f) A silicon simulation mesh

**Question.** The lattice is now a 3 nm mesh for electrons in a silicon (001) inversion layer, with in-plane mass $0.19\,m_e$ (a rough value). Give the field, the energies and the effect of halving the mesh. Which neglected effects matter?

**Answer.** The two lowest valleys have an isotropic in-plane mass, so a square mesh with a single hopping suits them:

$$t=\frac{\hbar^2}{2m^*a^2}=22.28\ \text{meV},\qquad B=\frac{h}{50ea^2}=9.19\ \text{T}.$$

The energies above the band bottom are

$$\text{continuum: }0.125664\times22.281=2.800\ \text{meV},\qquad \text{mesh: }0.123700\times22.281=2.756\ \text{meV}.$$

For a mesh the continuum effective-mass result is the target, so the difference of 0.044 meV is a discretization error. For a crystal that really had this cosine band, the lattice value would be the right one within the Peierls substitution.

At fixed field and mass, $t\propto a^{-2}$ and $b\propto a^2$, so the leading error $tb^2/8$ scales as $a^2$. On a 1.5 nm mesh the energy is 2.789 meV and the error 0.011 meV. The ratio of the errors is 3.985 instead of 4. The cubic term multiplies the error by $1-b/24$, which changes the ratio to about $4(1-b/24+b/96)=3.984$.

The field is that of a laboratory magnet, not of a working chip. The same flux through silicon's own surface cell, of side 0.384 nm, would need 561 T. The Landau spacing is 5.6 meV, and the neglected effects compare with it as follows.

- **Temperature.** $k_BT$ is 0.36 meV at 4.2 K but 25.9 meV at 300 K, where thermal smearing hides the levels.
- **Disorder.** A mobility of $10^4$ cm²/Vs, roughly that of a good silicon layer at low temperature, gives $\hbar/\tau=0.61$ meV, where $\tau$ is the zero-field transport time. This is only a rough scale for the level broadening. For short-range scatterers the lowest level has an rms spread of $\sqrt{\hbar\omega_c(\hbar/\tau)/2\pi}=0.74$ meV in this field and a full width at half maximum of about 2 meV. Even so, it far exceeds both the mesh error and the subband width.
- **Spin.** With $g=2$ the Zeeman splitting is 1.06 meV, which moves the two spin levels by $\pm0.53$ meV.
- **Nonparabolicity.** Rough values of 0.5 eV$^{-1}$ and 20 meV of confinement kinetic energy raise the mass by about 2 percent. The level drops by about 0.06 meV, which is comparable with the 3 nm mesh error. In a triangular well 20 meV needs a confining field of about $2\times10^5$ V/cm; at $1.5\times10^4$ V/cm the kinetic energy is about 4 meV and the drop only about 0.014 meV.
- **Other valleys.** With rough masses $0.19\,m_e$ and $0.92\,m_e$, their zero-point energy is 1.27 meV. It is measured from a higher confinement level, which this model does not contain.
- **Interactions.** The Coulomb energy at the magnetic length of 8.46 nm is about 22 meV for a mean permittivity of 7.8, for point charges at the interface with no gate nearby. The thickness of the layer lowers it to about 19 to 21 meV at the confining fields above, and a metal gate lowers it to about 16 meV behind 10 nm of oxide and 5 meV behind 2 nm.

For electrons about a magnetic length apart, interactions have a larger energy scale than disorder, spin splitting or nonparabolicity. Without a nearby gate that scale is about four times the Landau spacing, although it is not itself a calculated level shift. Without a gate it falls only slowly as the density is lowered: at $n=10^9$ per cm² the Coulomb energy at the distance $1/\sqrt{\pi n}=178$ nm is still about 1 meV. A gate closer than this distance screens it, to about 0.5 meV behind 100 nm of oxide and 0.03 meV behind 10 nm. One level holds $2.2\times10^{11}$ electrons per cm² for each spin and valley, while inversion layers in working transistors hold roughly $10^{12}$ to $10^{13}$ per cm². The value 2.80 meV thus describes the orbital energy of one electron in a cold, clean layer, so dilute that the Coulomb energy between neighbours is much smaller than this value. This is an idealization. With four-fold spin and valley degeneracy and the mobility above, $k_F\ell=\pi\hbar n\mu/e$ is only 0.02 at $10^9$ per cm² and reaches 1 near $5\times10^{10}$ per cm², so in a real layer this dilute the electrons are localized by disorder in the low tail of the broadened level. The spin and nonparabolic shifts, and any splitting of the two lowest valleys by the interface, are still to be added. For the idealized electron the 3 nm mesh reproduces the 2.80 meV to 1.6 percent. The remaining computed values are in the numerical output below.

## Numbers as computed

```
flux per cell: 0.020 h/e; b = 0.125664
mesh spacing a: 3.0 nm
rough silicon in-plane mass: 0.19 m_e
hopping t: 22.281 meV
magnetic field B: 9.190 T
magnetic length: 8.463 nm = 2.821 a
field for same flux in Si surface cell: 561 T
side of Si surface cell: 0.3840 nm
continuum estimate above bottom: 0.125664 t = 2.7999 meV
lattice subband above bottom: 0.123700 t = 2.7561 meV
lattice subband energy itself: -3.876300 t
flake of 37 x 37 sites: 0.123700 t
flake minus magnetic cell: 6.1e-11 t
largest gauge difference, 12 x 12: 1.1e-14 t
quadratic term -b^2/8: -0.0019739 t
cubic term b^3/192: 0.0000103 t
three-term series: 0.1237001 t
series minus lattice value: 3.3e-07 t
continuum minus lattice: 0.001964 t = 0.0438 meV
continuum excess over lattice: 1.59 percent
lattice deficit from continuum: 1.56 percent
first level spacing, lattice: 0.243512 t
first level spacing, continuum: 0.251327 t
spacing deficit: 3.11 percent
lowest subband width: 4.18e-25 t
width at flux 1/7, for contrast: 5.7245e-03 t
tunnelling action S: 7.32772
exponent S/b at flux 1/50: 58.31
decay of ln(width) per unit q, computed: 1.1749
decay of ln(width) per unit q, action: 1.1662
lowest level on 1.5 nm mesh: 2.7889 meV
error on that finer mesh: 0.0110 meV
error ratio, coarse to fine mesh: 3.985
states per spin and valley: 2.222e+11 cm^-2
Landau spacing, continuum: 5.600 meV
Zeeman splitting (g = 2): 1.06 meV
thermal energy at 4.2 K: 0.362 meV
thermal energy at 300 K: 25.85 meV
rough mobility: 10000 cm2/Vs
disorder broadening hbar/tau: 0.61 meV
rough nonparabolicity: 0.5 1/eV
rough confinement kinetic energy: 20 meV
nonparabolic mass change: 2.0 percent
its level shift: -0.055 meV
rough heavy mass of raised valleys: 0.92 m_e
zero-point energy in raised valleys: 1.27 meV
rough mean permittivity at Si/oxide: 7.8
Coulomb energy at magnetic length: 21.8 meV
```
